\section*{The Sugiyama–Langreth phase sum rule for a neutral jellium surface}

\section{Scattering phases and surface neutrality}

An electron inside a simple metal that runs towards the surface with less than the escape energy is reflected. Incoming and reflected waves form a standing wave, and deep in the metal the whole effect of the surface on it is one number, a phase. The phase depends on the barrier in detail. The electrons must nevertheless neutralize the positive charge of the metal, so the phases of the occupied states cannot be independent of the position of that charge. This section derives the constraint.

The metal is jellium: a uniform positive background of density $\bar n$ fills $z<0$ and ends at $z=0$, with vacuum at $z>0$. Hartree atomic units are used. The electrons are treated in mean field, as independent particles in an effective potential $v(z)$ at zero temperature. Energies are measured from the bottom of the bulk band, so $v\to0$ deep inside, and $E_F=k_F^2/2$. Outside, $v$ tends to a value above $E_F$, so every occupied state decays there. The motion normal to the surface obeys
\begin{equation}
-\tfrac12\psi_k''+v\,\psi_k=\tfrac12k^2\psi_k ,\qquad
\psi_k(z)\to\sin\bigl(kz-\gamma(k)\bigr)\quad (z\to-\infty),
\label{eq:schr}
\end{equation}
with $\psi_k$ real and $k>0$. A hard wall at $z=d$ gives $\sin k(z-d)$, hence $\gamma=kd$. In general $\gamma(k)/k$ is the position of the hard wall that would produce the same phase at that $k$.

The claim is that for a neutral surface
\begin{equation}
\bar\gamma\equiv\frac{2}{k_F^2}\int_0^{k_F}k\,\gamma(k)\,dk=\frac{\pi}{4}.
\label{eq:rule}
\end{equation}
This is a $k$-weighted average over the \emph{surface} of the Fermi sphere. With $k=k_F\cos\theta$, the area element of the hemisphere is proportional to $\sin\theta\,d\theta=-dk/k_F$, so equal areas carry equal intervals of $k$, and the weight $k$ produces $k\,dk$. An average over the volume of the sphere has another weight and another value, as shown below.

Three further conditions are used:
\begin{itemize}
\item $v=0$ beyond some finite depth. An exponentially small remainder makes no difference in the limits taken below; the slower Friedel tail is treated in Section~\ref{sec:tail}.
\item No state is bound to the surface below the bulk band.
\item There is no threshold resonance: the solution at $k=0$ that decays in the vacuum is not constant deep inside.
\end{itemize}
The last condition fixes $\gamma$ at small $k$. At $k=0$ the decaying solution has the interior form $C(z-a)$ with $C\neq0$. For small $k$ it continues into $(C/k)\sin kz-Ca\cos kz$. Comparison with $\sin kz\cos\gamma-\cos kz\sin\gamma$ gives $\tan\gamma\simeq ka$. The phase is defined up to multiples of $\pi$, and the continuous branch with
\begin{equation}
\gamma(k)\simeq ka,\qquad \gamma(0)=0,
\label{eq:branch}
\end{equation}
is chosen.

\section{The charge carried by the standing waves}

\subsection{Density}

Let the metal have a large thickness $\mathcal L$. The normalized normal states are $\sqrt{2/\mathcal L}\,\psi_k$, spaced by $\pi/\mathcal L$ in $k$. For each $k$ the parallel momenta fill a disc of radius $\sqrt{k_F^2-k^2}$, which holds $2\cdot\pi(k_F^2-k^2)/(2\pi)^2=(k_F^2-k^2)/(2\pi)$ electrons per area, spin included. Therefore
\begin{equation}
n(z)=\int_0^{k_F}\frac{\mathcal L\,dk}{\pi}\,\frac{2}{\mathcal L}\,
\frac{k_F^2-k^2}{2\pi}\,\psi_k^2
=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k^2(z)\,dk .
\label{eq:n}
\end{equation}
Deep inside, $\psi_k^2$ averages to $\tfrac12$, and the density becomes $(1/2\pi^2)(2k_F^3/3)=k_F^3/(3\pi^2)$. The bulk is neutral if this equals $\bar n$.

\subsection{Norm of one state}

The charge near the surface requires the integral of $\psi_k^2$ from a depth $L$ outwards. It follows from the phase alone. Let $\varphi=\partial_k\psi_k$. Differentiating (\ref{eq:schr}) with respect to $k$ gives
\begin{equation}
-\tfrac12\varphi''+v\varphi=\tfrac12k^2\varphi+k\psi_k .
\label{eq:dschr}
\end{equation}
Multiply (\ref{eq:dschr}) by $\psi_k$, multiply (\ref{eq:schr}) by $\varphi$, and subtract. The terms in $v$ and $k^2$ cancel:
\begin{equation}
k\psi_k^2=-\tfrac12\bigl(\varphi''\psi_k-\psi_k''\varphi\bigr)
=-\tfrac12\frac{d}{dz}\bigl(\varphi'\psi_k-\psi_k'\varphi\bigr).
\end{equation}
Integrate from $-L$ to $\infty$. The upper limit gives nothing, because the state decays in the vacuum, and the lower limit enters with a plus sign:
\begin{equation}
k\int_{-L}^{\infty}\psi_k^2\,dz=\tfrac12\bigl(\varphi'\psi_k-\psi_k'\varphi\bigr)_{z=-L}.
\label{eq:wr}
\end{equation}
At this depth the interior form holds. With $\theta=kz-\gamma$ and $\gamma'=d\gamma/dk$,
\begin{align}
\psi_k&=\sin\theta, & \psi_k'&=k\cos\theta,\nonumber\\
\varphi&=(z-\gamma')\cos\theta, &
\varphi'&=\cos\theta-k(z-\gamma')\sin\theta .
\end{align}
The combination in (\ref{eq:wr}) is thus
\begin{equation}
\sin\theta\cos\theta-k(z-\gamma')(\sin^2\theta+\cos^2\theta)
=\tfrac12\sin2\theta-k(z-\gamma').
\end{equation}
At $z=-L$ one has $\theta=-(kL+\gamma)$, so
\begin{equation}
\int_{-L}^{\infty}\psi_k^2\,dz=\tfrac12\bigl[L+\gamma'(k)\bigr]
-\frac{\sin(2kL+2\gamma)}{4k}.
\label{eq:norm}
\end{equation}
The derivative $\gamma'$ acts as an added length available to the electron. The last term records where in its oscillation the standing wave is cut. For the smooth barrier of Section~\ref{sec:ex}, with $k=0.3$ and $L=150$ bohr, direct quadrature and (\ref{eq:norm}) both give $74.7706$ bohr.

\subsection{The endpoint term}

Inserting (\ref{eq:norm}) into the integral of (\ref{eq:n}) gives the number of electrons per area beyond $-L$:
\begin{equation}
N(L)=\bar nL+\frac1{2\pi^2}\left[\int_0^{k_F}(k_F^2-k^2)\gamma'\,dk
-\tfrac12J(L)\right],
\label{eq:N}
\end{equation}
\begin{equation}
J(L)=\int_0^{k_F}(k_F^2-k^2)\,\frac{\sin(2kL+2\gamma)}{k}\,dk .
\end{equation}
The term $\bar nL$ arises from $(1/2\pi^2)(2k_F^3/3)L$.

The oscillation in $J$ becomes rapid as $L$ grows, yet $J$ does not vanish, because of the factor $1/k$. Write $\sin(2kL+2\gamma)=\sin2kL\cos2\gamma+\cos2kL\sin2\gamma$. By (\ref{eq:branch}), $\sin(2\gamma)/k$ is bounded, so the part with $\cos2kL$ tends to zero by the Riemann--Lebesgue lemma. In the other part, split
\begin{equation}
(k_F^2-k^2)\cos2\gamma=k_F^2+\bigl[(k_F^2-k^2)\cos2\gamma-k_F^2\bigr].
\end{equation}
The bracket is of order $k^2$ at small $k$. Divided by $k$ it remains bounded, and its contribution also tends to zero. What is left is
\begin{equation}
J(L)\to k_F^2\int_0^{k_F}\frac{\sin2kL}{k}\,dk
=k_F^2\int_0^{2k_FL}\frac{\sin t}{t}\,dt\;\to\;\frac{\pi}{2}k_F^2 .
\label{eq:J}
\end{equation}
For the same barrier the ratio of $J$ to this limit is $0.9971$ at $L=15$ bohr and $0.9999$ or closer at $150$ bohr. The limit comes from the neighbourhood of $k=0$, where every barrier obeying (\ref{eq:branch}) looks alike. This is why the final constant does not depend on the barrier. At a threshold resonance (\ref{eq:branch}) does not hold: $\cos2\gamma(0)=-1$ and the sign of (\ref{eq:J}) changes, so that $-\tfrac12J\to+\tfrac{\pi}{4}k_F^2$. On the branch $\gamma(0)=\pi/2$ the boundary term in the integration by parts (\ref{eq:parts}) below then contributes $-\tfrac{\pi}{2}k_F^2$, the sum is again $-\tfrac{\pi}{4}k_F^2$, and the surplus (\ref{eq:sigma}) keeps its form.

\subsection{Neutrality}

Integration by parts gives
\begin{equation}
\int_0^{k_F}(k_F^2-k^2)\gamma'\,dk
=\bigl[(k_F^2-k^2)\gamma\bigr]_0^{k_F}+2\int_0^{k_F}k\gamma\,dk
=k_F^2\,\bar\gamma ,
\label{eq:parts}
\end{equation}
because the boundary term vanishes at $k_F$ through its first factor and at $0$ through $\gamma(0)=0$. The background beyond $-L$ holds $\bar nL$. With (\ref{eq:N}), (\ref{eq:J}) and (\ref{eq:parts}), the surplus of electrons per area is
\begin{equation}
\sigma=\lim_{L\to\infty}\bigl[N(L)-\bar nL\bigr]
=\frac{k_F^2}{2\pi^2}\left(\bar\gamma-\frac{\pi}{4}\right).
\label{eq:sigma}
\end{equation}
A neutral surface has $\sigma=0$, which is (\ref{eq:rule}). Self-consistency of $v$ was not used. A self-consistent surface obeys the rule because it is neutral, and any other potential that meets the three conditions above obeys it once the background edge is placed so that the surface is neutral.

\section{The neutral edge and the hard wall}

Suppose the background ends at $z=b$ instead of $0$, with $v$ unchanged. Since $kz-\gamma=k(z-b)-(\gamma-kb)$, the phase measured from the new edge is $\gamma-kb$. Its average is $\bar\gamma-(2/k_F^2)(k_F^3/3)b=\bar\gamma-\tfrac23k_Fb$. Setting this equal to $\pi/4$ gives the neutral edge
\begin{equation}
b=\frac{3}{2k_F}\left(\bar\gamma-\frac{\pi}{4}\right)=\frac{\sigma}{\bar n}.
\label{eq:b}
\end{equation}
The second form, which follows from (\ref{eq:sigma}) and $\bar n=k_F^3/(3\pi^2)$, says that the added background $\bar nb$ must balance the surplus.

For a hard wall at $z=0$ the phase vanishes and $b=-3\pi/(8k_F)$. The electrons avoid the wall, so the background must end inside it. Measured from the neutral edge, $\gamma=kd$ with $k_Fd=3\pi/8$, and indeed $\bar\gamma=\tfrac23k_Fd=\pi/4$. A $k$-weighted average over the volume of the Fermi sphere has the weight $k(k_F^2-k^2)$ and gives, with $x=k/k_F$,
\begin{equation}
k_Fd\,\frac{\int_0^1x^2(1-x^2)\,dx}{\int_0^1x(1-x^2)\,dx}
=\frac{3\pi}{8}\cdot\frac{2/15}{1/4}=\frac{\pi}{5}.
\end{equation}
The volume average thus differs from $\pi/4$; Section~\ref{sec:ex} shows that it also changes with the barrier, so neutrality does not fix it.

\section{A smooth barrier}
\label{sec:ex}

Take $r_s=4$ bohr, so that $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$, $E_F=0.1151$ hartree and $\bar n=3.730\times10^{-3}$ bohr$^{-3}$. The model barrier is
\begin{equation}
v(z)=\frac{V}{1+e^{-z/s}},\qquad V=0.25\ \text{hartree},\quad s=1\ \text{bohr}.
\end{equation}
Its top lies $0.1349$ hartree ($3.67$ eV) above $E_F$. With phases measured from the barrier centre, numerical solution of (\ref{eq:schr}) gives $\bar\gamma=0.12642$. Equation (\ref{eq:sigma}) then predicts, for a background ending at the centre,
\begin{equation}
\sigma=\frac{(0.4798)^2}{2\pi^2}\,(0.12642-0.78540)
=-7.685\times10^{-3}\ \text{bohr}^{-2}.
\end{equation}
Direct integration of the density gives the same value to seven digits, $-7.684952\times10^{-3}$ bohr$^{-2}$. A third route uses neither the phases nor the wave functions of the barrier. The energy levels of finite slabs, closed on the far side by a hard wall, are filled up to $E_F$, the count is averaged over one period $\pi/k_F$ of the thickness, and the surplus of the hard wall, obtained from its own density, is subtracted. This gives $-7.683\times10^{-3}$ bohr$^{-2}$.

The density therefore places the neutral edge at
\begin{equation}
b=\frac{-7.685\times10^{-3}}{3.730\times10^{-3}}=-2.060\ \text{bohr}=-1.090\ \text{\AA}.
\end{equation}
The phases from the two origins are:
\begin{center}
\begin{tabular}{ccc}
$k/k_F$ & $\gamma$ from centre & $\gamma$ from neutral edge\\
0.25 & $-0.0124$ & 0.2347\\
0.50 & $\phantom{-}0.0194$ & 0.5136\\
0.75 & $\phantom{-}0.1315$ & 0.8729\\
1.00 & $\phantom{-}0.3604$ & 1.3489
\end{tabular}
\end{center}
The average in the last column is $0.12642+\tfrac23(0.47979)(2.0602)=0.7854$, which is $\pi/4$. The equivalent hard wall, at distance $\gamma/k$ from the edge, lies at $0.2347/0.1199=1.96$ bohr for $k=k_F/4$ and at $1.3489/0.4798=2.81$ bohr for $k=k_F$. A true hard wall would stand at $2.46$ bohr for all $k$. The rule leaves the variation with $k$ free and fixes one weighted mean. The volume average for this barrier is $0.589$, which also differs from the hard-wall value $\pi/5=0.628$: unlike (\ref{eq:rule}), it depends on the barrier.

\section{Surface bands}

If the potential binds a normal state at energy $-\kappa^2/2$, its parallel motion is filled up to $k_\parallel^2=k_F^2+\kappa^2$. The band holds $(k_F^2+\kappa^2)/(2\pi)$ electrons per area, which must be added to (\ref{eq:sigma}). The contribution of the extended states is unchanged, since its derivation used only (\ref{eq:branch}). Neutrality with one such band requires
\begin{equation}
\bar\gamma=\frac{\pi}{4}-\pi\left(1+\frac{\kappa^2}{k_F^2}\right),\qquad \gamma(0)=0 .
\label{eq:band}
\end{equation}
As a test, the attractive well $-0.3\,e^{-[(z+4)/1.5]^2}$ hartree ($z$ in bohr) was added to the barrier. It binds one state at $-0.1119$ hartree, so $\kappa^2=0.2238$ and (\ref{eq:band}) gives $-5.410$. The slab levels put the neutral edge at $z=12.485$ bohr, and the phases measured from there average to $-5.411$. This edge lies far outside the barrier, so the model is not a realistic surface. It does show that (\ref{eq:rule}) fails when a state is bound below the bulk band and that (\ref{eq:band}) replaces it. Surface states of real crystals that lie in gaps of the band structure are outside the jellium model and are not covered.

\section{The Friedel tail}
\label{sec:tail}

The sharp limit $k_F$ in (\ref{eq:n}) makes the density oscillate far inside. There $\psi_k^2=\tfrac12-\tfrac12\cos(2kz-2\gamma)$, provided $v=0$ at that depth, and two integrations by parts give, to leading order in $1/|z|$,
\begin{equation}
n-\bar n\simeq\frac{k_F}{4\pi^2}\,\frac{\cos(2k_Fz-2\gamma(k_F))}{z^2}.
\end{equation}
A self-consistent potential responds to this density, and its tail is taken here to have the same form, $A\cos(2k_Fz+\alpha)/z^2$. Such a tail acts back on the density at the same order $1/z^2$ and shifts the amplitude and phase of the formula above; for the tail tested below the amplitude drops from $0.012$ to about $0.010$ bohr$^{-1}$. The tail also violates the assumption of finite depth. Cut the tail at $z=-R$, so that (\ref{eq:sigma}) applies, and then restore the missing part $\delta v$.

Let $\tilde\psi_k$ be the state with $\delta v$ included and $\gamma+\delta\gamma$ its phase. The two Schr\"odinger equations give $(\psi_k\tilde\psi_k'-\psi_k'\tilde\psi_k)'=2\,\delta v\,\psi_k\tilde\psi_k$. Deep inside, the bracket equals $k[\sin\theta\cos(\theta-\delta\gamma)-\cos\theta\sin(\theta-\delta\gamma)]=k\sin\delta\gamma$, and in the vacuum it vanishes. Integration over all $z$ gives $-k\sin\delta\gamma=2\int\delta v\,\psi_k\tilde\psi_k\,dz$, and to first order
\begin{equation}
\delta\gamma=-\frac2k\int\delta v\,\psi_k^2\,dz,\qquad
\delta\bar\gamma=-\frac{4}{k_F^2}\int\delta v\,F\,dz,\qquad
F(z)=\int_0^{k_F}\psi_k^2\,dk .
\label{eq:first}
\end{equation}

The surplus changes as well. To first order the grand potential per area changes by $\int n\,\delta v\,dz$, and the electron number is minus its derivative with respect to the chemical potential $\mu=k_F^2/2$. From (\ref{eq:n}), $\partial n/\partial\mu=(2/\pi^2)F$, so
\begin{equation}
\delta\sigma=-\frac{2}{\pi^2}\int\delta v\,F\,dz=\frac{k_F^2}{2\pi^2}\,\delta\bar\gamma .
\end{equation}
Relation (\ref{eq:sigma}) is thus preserved to first order in $\delta v$. Both changes also vanish as $R\to\infty$. Far inside, $F=k_F/2$ plus an oscillation of order $1/|z|$ with wave number $2k_F$. The constant part, integrated against the oscillating tail, gives a term of order $1/R^2$. The oscillating part gives an integrand of order $1/|z|^3$, hence again $1/R^2$. This is a first-order argument, not a proof for an arbitrary tail.

A numerical test used the barrier with the tail $0.15\cos(2k_Fz)/(z^2+16)$ hartree ($z$ in bohr), switched off outside the metal; the strength is a test value, not a self-consistent one. The phases from the neutral edge average to $0.7852$, within $3\times10^{-4}$ of $\pi/4$. Cutting the tail at $20$ and $40$ bohr changes $\bar\gamma$ by $-6.5\times10^{-4}$ and $-3.2\times10^{-4}$. The ratio is two, not four, because the change also oscillates with $R$. Cutting removes the tail for $u=-z>R$, so (\ref{eq:first}) with the tail approximated by $A\cos(2k_Fu)/u^2$ gives $\delta\bar\gamma=(4A/k_F^2)\int_R^\infty F\cos(2k_Fu)\,u^{-2}\,du$, where one integration by parts in $k$ gives $F\simeq k_F/2-\sin(2k_Fu+2\gamma(k_F))/(4u)$. Two integrations by parts of the constant part give $-A\sin(2k_FR)/(k_FR)^2+A\cos(2k_FR)/(k_FR)^3$. The sine is $0.34$ at the first cut and $0.63$ at the second, the cosine $0.94$ and $0.78$, so this part is $-3.9\times10^{-4}$ and $-2.4\times10^{-4}$. In the oscillating part the product of sine and cosine has the mean $\tfrac12\sin2\gamma(k_F)$, which gives $-A\sin2\gamma(k_F)/(2k_FR)^2$; with $\gamma(k_F)=0.3604$ of the bare barrier this is $-2.7\times10^{-4}$ and $-0.7\times10^{-4}$. The sums, $-6.6\times10^{-4}$ and $-3.1\times10^{-4}$, are close to the computed changes; the terms dropped in these estimates amount to a few $10^{-5}$.

\section*{Table of computed values}
\begin{verbatim}
r_s = 4.0 bohr
barrier height V = 0.25 hartree
barrier width s = 1.0 bohr
kF = 0.47979 1/bohr
Fermi energy = 0.11510 hartree
V minus Fermi energy = 0.13490 hartree = 3.671 eV
bulk density = 3.730194e-03 1/bohr^3
pi/4 = 0.785398 rad
Hard wall
wall to neutral edge, from density = 2.45545 bohr
k-weighted volume average = 0.62832 rad
Smooth barrier, phases from barrier centre
average of gamma = 0.126423 rad
surplus from density = -7.684952e-03 1/bohr^2
surplus from phases = -7.684952e-03 1/bohr^2
surplus from slab levels = -7.6834e-03 1/bohr^2
Smooth barrier, phases from neutral edge
neutral edge from density: z = -2.06020 bohr = -1.09021 angstrom
k/kF = 0.25: gamma from centre = -0.01242, from edge = 0.23469 rad
k/kF = 0.50: gamma from centre = 0.01936, from edge = 0.51360 rad
k/kF = 0.75: gamma from centre = 0.13154, from edge = 0.87289 rad
k/kF = 1.00: gamma from centre = 0.36042, from edge = 1.34888 rad
average of gamma = 0.785398 rad
average by polar angle = 0.785398 rad
k-weighted volume average = 0.58884 rad
Norm identity and endpoint term
k = 0.3 1/bohr, L = 150 bohr
norm by quadrature = 74.77059 bohr
norm by phase formula = 74.77059 bohr
endpoint integral / limit, L = 15 bohr: 0.99709
endpoint integral / limit, L = 150 bohr: 0.99999
Added well: depth 0.3 hartree, centre -4 bohr, width 1.5 bohr
surface band bottom = -0.11190 hartree
neutral edge from slab levels: z = 12.485 bohr
average of gamma from edge = -5.4107 rad
value predicted with the band = -5.4104 rad
Friedel-like tail
tail strength = 0.15 hartree bohr^2
average of gamma from edge = 0.78516 rad
change of average, tail cut at 20 bohr = -6.46e-04 rad
change of average, tail cut at 40 bohr = -3.17e-04 rad
first-order phase change, relative error = 7.3e-05
\end{verbatim}
